# The weak-field Hall effect of cubic metals from Fermi-surface curvature: a program that tests the result

```python
"""Weak-field Hall conductivity of a cubic metal (Tsuji's formula).

Result under test, for electrons of charge -e and field B along z:
    sigma_xy = -(e^3 B / (12 pi^3 hbar^2)) * integral of l^2 H dS
l = |v| tau is the mean free path, H the mean curvature (half the sum of the
principal curvatures, positive on an electron sphere), dS the Fermi-surface area.
Model: fcc band with hoppings t1, t2. Internally k is in 1/a, energy in t1,
velocity in t1 a/hbar, time in tau, and the reduced field is
beta = e B a^2 t1 tau / hbar^2.
"""
from itertools import permutations, product
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const

PI = np.pi
E3 = np.array([1, 1, 1]) / np.sqrt(3)
E1 = np.array([1, 1, -2]) / np.sqrt(6)
E2 = np.array([1, -1, 0]) / np.sqrt(2)
L_DISTANCE = np.sqrt(3) * PI
K_FREE = (12 * PI**2) ** (1 / 3)      # free-electron radius, 4 electrons per a^3


def energy(k, t2):
    c = np.cos(k / 2)
    x, y, z = c[..., 0], c[..., 1], c[..., 2]
    return -4 * (x*y + y*z + z*x) - 2 * t2 * (2 * (x*x + y*y + z*z) - 3)


def velocity(k, t2):
    c, s = np.cos(k / 2), np.sin(k / 2)
    total = (c[..., 0] + c[..., 1] + c[..., 2])[..., None]
    return 2 * s * (total - c) + 4 * t2 * s * c


def hessian(k, t2):
    c, s = np.cos(k / 2), np.sin(k / 2)
    h = -s[..., :, None] * s[..., None, :]
    diagonal = c * (c.sum(-1, keepdims=True) - c) + 2 * t2 * np.cos(k)
    for i in range(3):
        h[..., i, i] = diagonal[..., i]
    return h


def mean_curvature(k, t2):
    v, h = velocity(k, t2), hessian(k, t2)
    speed = np.linalg.norm(v, axis=-1)
    n = v / speed[..., None]
    trace = np.trace(h, axis1=-2, axis2=-1)
    return (trace - np.einsum('...i,...ij,...j', n, h, n)) / (2 * speed)


def bisect(function, low, high, steps=48):
    """Vectorised root search for a function rising through zero."""
    low, high = low.copy(), high.copy()
    for _ in range(steps):
        middle = (low + high) / 2
        below = function(middle) < 0
        low = np.where(below, middle, low)
        high = np.where(below, high, middle)
    return (low + high) / 2


def surface(level, t2, order):
    """Fermi surface in 1/48 of the zone, in polar angles about the L axis.

    Returns points, weights for the WHOLE surface, enclosed volume,
    area of one neck, and the polar angles of the points.
    """
    x, w = np.polynomial.legendre.leggauss(order)
    phi, w_phi = (x + 1) * PI / 6, w * PI / 6
    across = np.cos(phi)[:, None] * E1 + np.sin(phi)[:, None] * E2
    if level > energy(L_DISTANCE * E3, t2):
        rho = bisect(lambda q: energy(L_DISTANCE * E3 + q[:, None] * across, t2)
                     - level, np.zeros(order), np.full(order, 2.5))
    else:
        rho = np.zeros(order)
    start = np.arctan(rho / L_DISTANCE)
    stop = np.arctan(1 / (np.sqrt(2) * np.cos(phi)))
    half = (stop - start)[:, None] / 2
    theta = start[:, None] + half * (x + 1)
    d = np.cos(theta)[..., None] * E3 + np.sin(theta)[..., None] * across[:, None]
    r_max = np.minimum(L_DISTANCE / np.cos(theta), 2 * PI / d.max(-1))
    assert np.all(energy(r_max[..., None] * d, t2) > level - 1e-9)
    r = bisect(lambda q: energy(q[..., None] * d, t2) - level,
               np.zeros_like(r_max), r_max)
    solid = 48 * w_phi[:, None] * w * half * np.sin(theta)
    k = r[..., None] * d
    v = velocity(k, t2)
    n_dot_d = (v * d).sum(-1) / np.linalg.norm(v, axis=-1)
    neck_area = 12 * np.sum(w_phi * rho**2 / 2) / 2
    volume = np.sum(solid * r**3) / 3 + 8 * neck_area * L_DISTANCE / 3
    weights = solid * r**2 / n_dot_d
    return k.reshape(-1, 3), weights.ravel(), volume, neck_area, theta.ravel()


def fermi_level(t2, order=20):
    return brentq(lambda e: surface(e, t2, order)[2] - 16 * PI**3, 0.0, 1.9,
                  xtol=1e-11)


def hopping_for_neck(ratio):
    u = np.cos(PI / 6) * E1 + np.sin(PI / 6) * E2
    point = L_DISTANCE * E3 + ratio * K_FREE * u
    return brentq(lambda t: fermi_level(t) - energy(point, t), -0.1, 0.25,
                  xtol=1e-8)


def tau_shape(k, strength):
    return 1 + strength * np.cos(k).sum(-1)


def integrals(level, t2, order, strength=0.0, constant_path=False):
    """Surface integrals of l and of l^2 H, and of 1/|v|."""
    k, w = surface(level, t2, order)[:2]
    speed = np.linalg.norm(velocity(k, t2), axis=1)
    path = np.ones_like(speed) if constant_path else speed * tau_shape(k, strength)
    return (np.sum(w * path), np.sum(w * path**2 * mean_curvature(k, t2)),
            np.sum(w / speed))


# ---- Test: general tensor formula on an ellipsoid with irregular tau(k) ----
mass = np.array([1.0, 2.0, 0.6])
xg, wg = np.polynomial.legendre.leggauss(40)
az = np.arange(80) * 2 * PI / 80
cz, az2 = np.meshgrid(xg, az, indexing='ij')
sz = np.sqrt(1 - cz**2)
unit = np.stack([sz * np.cos(az2), sz * np.sin(az2), cz], -1).reshape(-1, 3)
ke = unit * np.sqrt(mass)
ve = ke / mass
speed_e = np.linalg.norm(ve, axis=1)
ne = ve / speed_e[:, None]
dS = np.repeat(wg, 80) * (2 * PI / 80) * np.sqrt(mass.prod()) * speed_e


def tau_irregular(k):
    return 1 + 0.3 * np.sin(k[:, 0] + 2 * k[:, 1]) + 0.2 * k[:, 1] * k[:, 2]


def path_vector(k):
    return tau_irregular(k)[:, None] * k / mass


def curvature_tensor(path):
    proj = np.eye(3) - ne[:, :, None] * ne[:, None, :]
    shape = proj @ np.diag(1 / mass) @ proj / speed_e[:, None, None]
    twice_h = np.trace(shape, axis1=1, axis2=2)
    return np.einsum('p,pij->ij', dS * path**2,
                     twice_h[:, None, None] * proj - shape)


levi = np.zeros((3, 3, 3))
for p in permutations(range(3)):
    levi[p] = np.linalg.det(np.eye(3)[list(p)])
tensor = curvature_tensor(tau_irregular(ke) * speed_e)
tensor_error = 0.0
for b in np.eye(3):
    u = np.cross(ne, b)
    step = 1e-4
    derivative = (path_vector(ke + step*u) - path_vector(ke - step*u)) / (2*step)
    direct = np.einsum('p,pi,pj->ij', dS, path_vector(ke), derivative)
    formula = -0.5 * np.einsum('ijk,k->ij', levi, tensor @ b)
    tensor_error = max(tensor_error, np.abs(direct - formula).max()
                       / np.abs(tensor).max())
assert tensor_error < 1e-6
plain = curvature_tensor(speed_e)
volume_e = 4 * PI / 3 * np.sqrt(mass.prod())
assert abs(plain[2, 2] / (2 * volume_e / (mass[0] * mass[1])) - 1) < 1e-8
ellipsoid_ratio = np.trace(plain) / 3 / plain[2, 2]
assert abs(ellipsoid_ratio - 1) > 0.1     # scalar formula needs cubic symmetry

# ---- The necked band ----
neck_target = 0.19
t2 = hopping_for_neck(neck_target)
ef = fermi_level(t2, 32)
k, w, volume, neck_area, theta = surface(ef, t2, 32)
neck_ratio = np.sqrt(neck_area / PI) / K_FREE

mesh = (np.arange(110) + 0.5) * 2 * PI / 110
grid = np.stack(np.meshgrid(mesh, mesh, mesh, indexing='ij'), -1)
filling = np.mean(energy(grid, t2) < ef)
del grid
assert abs(filling - 0.5) < 1e-3          # counting error of a finite mesh

dE = 0.01
slope = (surface(ef + dE, t2, 32)[2] - surface(ef - dE, t2, 32)[2]) / (2 * dE)
base = integrals(ef, t2, 32)
assert abs(slope / base[2] - 1) < 1e-3    # weights against volume derivative

divergence = np.zeros(len(k))
for i in range(3):
    shift = 1e-4 * np.eye(3)[i]
    vp, vm = velocity(k + shift, t2), velocity(k - shift, t2)
    divergence += (vp[:, i] / np.linalg.norm(vp, axis=1)
                   - vm[:, i] / np.linalg.norm(vm, axis=1)) / 2e-4
assert np.allclose(divergence / 2, mean_curvature(k, t2), atol=1e-5)


# ---- Test: finite-field orbit solution of the Boltzmann equation ----
def orbit_conductivity(beta, strength, order=20, step=0.1, duration=22.0):
    """Integrals of v_x/|v| times the decaying past of v_x and of v_y."""
    k0, w0 = surface(ef, t2, order)[:2]
    images = [k0[:, list(p)] * np.array([sx, sy, 1])
              for p in permutations(range(3)) for sx, sy in product((1, -1), (1, -1))]
    position = np.concatenate(images)
    weight = np.tile(w0 / 24, 24)
    v0 = velocity(position, t2)
    state = np.zeros((len(position), 6))   # k, attenuation exponent, two integrals
    state[:, :3] = position

    def rate(s):
        v = velocity(s[:, :3], t2)
        out = np.zeros_like(s)
        out[:, 0], out[:, 1] = beta * v[:, 1], -beta * v[:, 0]
        out[:, 3] = 1 / tau_shape(s[:, :3], strength) if strength else 1.0
        out[:, 4:] = v[:, :2] * np.exp(-s[:, 3])[:, None]
        return out

    for _ in range(round(duration / step)):
        a = rate(state)
        b = rate(state + step / 2 * a)
        c = rate(state + step / 2 * b)
        d = rate(state + step * c)
        state += step / 6 * (a + 2 * b + 2 * c + d)
    factor = weight * v0[:, 0] / np.linalg.norm(v0, axis=1)
    return factor @ state[:, 4], factor @ state[:, 5]


strength = 0.15
beta0 = 0.01
orbit_ratios, field_coefficient = [], None
for s in (0.0, strength):
    xx1, xy1 = orbit_conductivity(beta0, s)
    xx2, xy2 = orbit_conductivity(2 * beta0, s)
    h1, h2 = xy1 / beta0, xy2 / (2 * beta0)
    limit = (4 * h1 - h2) / 3              # removes the quadratic field term
    limit_xx = (4 * xx1 - xx2) / 3
    i_path, i_hall, _ = integrals(ef, t2, 32, s)
    orbit_ratios.append(limit / (-i_hall / 3))
    assert abs(orbit_ratios[-1] - 1) < 3e-3   # quadrature and field extrapolation
    assert abs(limit_xx / (i_path / 3) - 1) < 1e-3
    if s == 0.0:
        field_coefficient = (h2 - h1) / (3 * beta0**2 * limit)

# ---- Worked example in laboratory units ----
e, hbar, kB = const.e, const.hbar, const.k
a, t1_eV, tau, field, temperature = 0.361e-9, 0.8, 25e-15, 1.0, 300.0
t1 = t1_eV * e
v_unit = t1 * a / hbar
l_unit = v_unit * tau
density = 4 / a**3
beta_lab = e * field * a**2 * t1 * tau / hbar**2


def hall_coefficient(values):
    return -12 * PI**3 / e * a**3 * values[1] / values[0]**2


sigma0 = e**2 / (12 * PI**3 * hbar) * l_unit * base[0] / a**2
sigma_h = -e**3 / (12 * PI**3 * hbar**2) * l_unit**2 * base[1] / a
r_tau = hall_coefficient(base)
assert abs(r_tau / (sigma_h / sigma0**2) - 1) < 1e-10
r_free = -1 / (density * e)
r_path = hall_coefficient(integrals(ef, t2, 32, constant_path=True))
r_aniso = hall_coefficient(integrals(ef, t2, 32, strength))
r_fine = hall_coefficient(integrals(fermi_level(t2, 48), t2, 48))
quadrature_shift = r_fine / r_tau - 1
assert abs(quadrature_shift) < 1e-3

kf, wf, _, _, theta_f = surface(ef, t2, 160)
speed_f = np.linalg.norm(velocity(kf, t2), axis=1)
curv_f = mean_curvature(kf, t2)
negative = curv_f < 0
area = wf.sum()
part = wf * speed_f**2 * curv_f
negative_area = wf[negative].sum() / area
negative_share = part[negative].sum() / part.sum()
negative_angle = np.degrees(theta_f[negative].max()) if negative.any() else 0.0


def radius(direction, end):
    d = np.array(direction) / np.linalg.norm(direction)
    r = brentq(lambda q: energy(q * d, t2) - ef, 0.1, end)
    return r, r * d


r100, p100 = radius([1, 0, 0], 2 * PI)
r110, p110 = radius([1, 1, 0], 1.5 * np.sqrt(2) * PI)
u_neck = np.cos(PI / 6) * E1 + np.sin(PI / 6) * E2
q_neck = brentq(lambda q: energy(L_DISTANCE*E3 + q*u_neck, t2) - ef, 1e-6, 2.5)
p_neck = L_DISTANCE * E3 + q_neck * u_neck
speed_neck = np.linalg.norm(velocity(p_neck, t2))
axial = E3 @ hessian(p_neck, t2) @ E3 / speed_neck
around = 2 * mean_curvature(p_neck, t2) - axial
assert around > 0 > axial

# Thermal smearing at fixed electron number, second order in temperature
de = 0.08
up, down = integrals(ef + de, t2, 32), integrals(ef - de, t2, 32)
thermal = PI**2 / 6 * (kB * temperature / t1)**2
first = [(p - m) / (2 * de) for p, m in zip(up, down)]
second = [(p + m - 2 * z) / de**2 for p, m, z in zip(up, down, base)]
change = [thermal * (second[i] - first[i] * first[2] / base[2]) / base[i]
          for i in range(2)]
thermal_shift = change[1] - 2 * change[0]
hall_angle = abs(sigma_h) * field / sigma0
neck_depth = (ef - energy(L_DISTANCE * E3, t2)) * t1_eV

print(f"lattice constant a = {a*1e9:.3f} nm")
print(f"hopping t1 = {t1_eV:.2f} eV")
print(f"hopping ratio t2/t1 = {t2:.4f}")
print(f"relaxation time = {tau*1e15:.1f} fs")
print(f"field = {field:.1f} T; temperature = {temperature:.0f} K")
print(f"electron density = {density*1e-6:.3e} cm^-3")
print(f"Fermi level above band bottom = {(ef-energy(np.zeros(3),t2))*t1_eV:.3f} eV")
print(f"Fermi level above L point = {neck_depth:.3f} eV")
print(f"free-electron Fermi radius = {K_FREE/a*1e-9:.3f} nm^-1")
print(f"radius along 100 / free radius = {r100/K_FREE:.4f}")
print(f"radius along 110 / free radius = {r110/K_FREE:.4f}")
print(f"neck radius / free radius = {neck_ratio:.4f}")
print(f"surface area / free sphere area = {area/(4*PI*K_FREE**2):.4f}")
for name, point in (("100", p100), ("110", p110), ("neck", p_neck)):
    s = np.linalg.norm(velocity(point, t2))
    print(f"{name}: speed = {s*v_unit*1e-6:.3f} 10^6 m/s, l = {s*l_unit*1e9:.2f} nm")
    print(f"{name}: mean curvature = {mean_curvature(point, t2)*a*1e9:.4f} nm")
print(f"free sphere: mean curvature = {a*1e9/K_FREE:.4f} nm")
print(f"neck curvature around axis = {around*a*1e9:.4f} nm")
print(f"neck curvature along axis = {axial*a*1e9:.4f} nm")
print(f"area share with H < 0 = {100*negative_area:.2f} %")
print(f"share of Hall integral from H < 0 = {100*negative_share:.2f} %")
print(f"largest angle from 111 with H < 0 = {negative_angle:.1f} deg")
print(f"area-averaged mean free path = {base[0]/area*l_unit*1e9:.2f} nm")
print(f"integral of l dS = {base[0]*l_unit/a**2*1e-9:.4e} nm^-1")
print(f"integral of l^2 H dS = {base[1]*l_unit**2/a*1e9:.4e} nm")
print(f"conductivity = {sigma0*1e-2:.4e} S/cm")
print(f"sigma_xy at the field = {sigma_h*field*1e-2:.4e} S/cm")
print(f"Hall mobility |R_H| sigma0 = {abs(r_tau)*sigma0*1e4:.2f} cm^2/Vs")
print(f"R_H free electrons = {r_free*1e11:.3f} 10^-11 m^3/C")
print(f"R_H constant tau = {r_tau*1e11:.3f} 10^-11 m^3/C = {r_tau*1e6:.3e} cm^3/C")
print(f"R_H constant l = {r_path*1e11:.3f} 10^-11 m^3/C")
print(f"R_H anisotropic tau = {r_aniso*1e11:.3f} 10^-11 m^3/C")
print(f"R_H / free value, constant tau = {r_tau/r_free:.4f}")
print(f"anisotropic tau: neck/100 ratio = "
      f"{tau_shape(p_neck,strength)/tau_shape(p100,strength):.3f}")
for ratio in (0.12, 0.24):
    t = hopping_for_neck(ratio)
    r = hall_coefficient(integrals(fermi_level(t, 32), t, 32))
    print(f"neck ratio {ratio:.2f}: t2/t1 = {t:.4f}, R_H/free = {r/r_free:.4f}")
print(f"Hall angle at the field = {hall_angle:.5f} rad")
print(f"finite-field change of sigma_xy/B = {field_coefficient*beta_lab**2:.2e}")
print(f"thermal smearing change of R_H = {100*thermal_shift:.3f} %")
print(f"lifetime broadening hbar/tau = {hbar/tau/e:.4f} eV")
print(f"quadrature shift of R_H, 32 to 48 nodes = {100*quadrature_shift:.1e} %")
print(f"orbit/Tsuji, constant tau = {orbit_ratios[0]:.6f}")
print(f"orbit/Tsuji, anisotropic tau = {orbit_ratios[1]:.6f}")
print(f"mesh-counted band filling = {filling:.5f}")
print(f"ellipsoid: scalar formula / true sigma_xy = {ellipsoid_ratio:.4f}")
print(f"ellipsoid tensor test, largest error = {tensor_error:.1e}")
print("checks complete")
```

Running it gives:

```
lattice constant a = 0.361 nm
hopping t1 = 0.80 eV
hopping ratio t2/t1 = 0.1516
relaxation time = 25.0 fs
field = 1.0 T; temperature = 300 K
electron density = 8.502e+22 cm^-3
Fermi level above band bottom = 11.289 eV
Fermi level above L point = 0.234 eV
free-electron Fermi radius = 13.604 nm^-1
radius along 100 / free radius = 0.9720
radius along 110 / free radius = 0.9752
neck radius / free radius = 0.1900
surface area / free sphere area = 0.9682
100: speed = 1.070 10^6 m/s, l = 26.75 nm
100: mean curvature = 0.0851 nm
110: speed = 1.036 10^6 m/s, l = 25.90 nm
110: mean curvature = 0.0492 nm
neck: speed = 0.265 10^6 m/s, l = 6.63 nm
neck: mean curvature = -0.4610 nm
free sphere: mean curvature = 0.0735 nm
neck curvature around axis = 0.3862 nm
neck curvature along axis = -1.3081 nm
area share with H < 0 = 7.41 %
share of Hall integral from H < 0 = -2.62 %
largest angle from 111 with H < 0 = 12.7 deg
area-averaged mean free path = 22.56 nm
integral of l dS = 5.0786e+04 nm^-1
integral of l^2 H dS = 6.6206e+04 nm
conductivity = 3.3225e+05 S/cm
sigma_xy at the field = -6.5803e+02 S/cm
Hall mobility |R_H| sigma0 = 19.81 cm^2/Vs
R_H free electrons = -7.341 10^-11 m^3/C
R_H constant tau = -5.961 10^-11 m^3/C = -5.961e-05 cm^3/C
R_H constant l = -3.799 10^-11 m^3/C
R_H anisotropic tau = -6.956 10^-11 m^3/C
R_H / free value, constant tau = 0.8120
anisotropic tau: neck/100 ratio = 0.468
neck ratio 0.12: t2/t1 = 0.1999, R_H/free = 0.8907
neck ratio 0.24: t2/t1 = 0.0916, R_H/free = 0.7004
Hall angle at the field = 0.00198 rad
finite-field change of sigma_xy/B = -1.24e-05
thermal smearing change of R_H = 0.141 %
lifetime broadening hbar/tau = 0.0263 eV
quadrature shift of R_H, 32 to 48 nodes = -9.2e-03 %
orbit/Tsuji, constant tau = 1.000314
orbit/Tsuji, anisotropic tau = 1.000114
mesh-counted band filling = 0.50000
ellipsoid: scalar formula / true sigma_xy = 2.0000
ellipsoid tensor test, largest error = 1.8e-10
checks complete
```
